**Fragment angles in p-wave dissociative electron attachment**

For an isotropic Σ-state diatomic that breaks up along its original axis, pure p-wave capture gives \(\cos^2\theta\) for Σ→Σ (\(\beta=2\)) and \(\sin^2\theta\) for Σ→Π (\(\beta=-1\)). Here \(\theta\) is the angle between electron beam and fragment, and \(\beta\) is the coefficient of \(P_2(\cos\theta)\) relative to the isotropic part. The program asserts both laws by three-dimensional quadrature over two-centre orbitals turned relative to the beam. It also asserts the rotation factors against direct averages and propagated rotor functions, and the deflection against a planar trajectory. For the model molecule at 300 K, rotation and target motion change the values to 1.90 and −0.95. A plane-wave estimate that includes higher partial waves, without this blur, gives 1.92 and −1.16.

## Numerical check

```python
"""
Fragment angles in dissociative electron attachment to a diatomic molecule.
Result under test: for l=1 capture, an isotropic target and axial recoil,
  Sigma -> Sigma : I = 3 cos^2(theta) / (4 pi),  beta = 2
  Sigma -> Pi    : I = 3 sin^2(theta) / (8 pi),  beta = -1
where I = [1 + beta P2(cos theta)] / (4 pi) and theta is the angle between
the electron beam and the fragment direction.
Rotation of the axis before separation multiplies beta by a factor G.
Model: homonuclear diatomic, exponential repulsion, round parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import dawsn, lpmv, spherical_jn

hbar, kB, eV, amu = const.hbar, const.k, const.e, const.atomic_mass
nm, fs = 1e-9, 1e-15

# Model inputs
atom_mass_u, bond_nm, electron_eV = 16.0, 0.12, 5.0
release_eV, range_nm, temperature = 2.0, 0.03, 300.0
orbital_width_nm = 0.06

total_mass = 2 * atom_mass_u * amu
reduced_mass = atom_mass_u * amu / 2
bond = bond_nm * nm
inertia = reduced_mass * bond**2
k_nm = np.sqrt(2 * const.m_e * electron_eV * eV) / hbar * nm
kappa = k_nm * bond_nm / 2

nodes, weights = np.polynomial.legendre.leggauss(80)


def P2(c):
    return (3 * c**2 - 1) / 2


def beta_of(intensity):
    values = intensity(nodes)
    return 5 * np.sum(weights * values * P2(nodes)) / np.sum(weights * values)


def sigma_law(c):
    return 3 * c**2 / (4 * np.pi)


def pi_law(c):
    return 3 * (1 - c**2) / (8 * np.pi)


# --- Capture amplitudes by 3D quadrature; beam along z, molecule turned ---
line = np.linspace(-0.5, 0.5, 40)
X, Y, Z = np.meshgrid(line, line, line, indexing="ij")
radius = np.sqrt(X**2 + Y**2 + Z**2)
p_wave = 3 * spherical_jn(1, k_nm * radius) * Z / radius
plane_wave = np.exp(1j * k_nm * Z)


def orbitals(theta, phi, coeff_a, coeff_b):
    """Return the sigma orbital and the two pi orbitals of a turned molecule."""
    s, c = np.sin(theta), np.cos(theta)
    axis = np.array([s * np.cos(phi), s * np.sin(phi), c])
    e1 = np.array([c * np.cos(phi), c * np.sin(phi), -s])
    e2 = np.array([-np.sin(phi), np.cos(phi), 0.0])
    envelope = 0
    for coeff, side in ((coeff_a, 0.5), (coeff_b, -0.5)):
        x0, y0, z0 = side * bond_nm * axis
        dist2 = (X - x0)**2 + (Y - y0)**2 + (Z - z0)**2
        envelope = envelope + coeff * np.exp(-dist2 / (2 * orbital_width_nm**2))
    pi1 = (X * e1[0] + Y * e1[1] + Z * e1[2]) * envelope
    pi2 = (X * e2[0] + Y * e2[1] + Z * e2[2]) * envelope
    return envelope, pi1, pi2


def capture(wave, theta, phi, coeff_a, coeff_b):
    """Capture probabilities (sigma, pi summed over both components)."""
    sig, pi1, pi2 = orbitals(theta, phi, coeff_a, coeff_b)
    amp = [np.sum(f * wave) for f in (sig, pi1, pi2)]
    return abs(amp[0])**2, abs(amp[1])**2 + abs(amp[2])**2


# unequal coefficients: the laws must also hold without inversion symmetry
sigma_ref = capture(p_wave, 0.0, 0.0, 1.0, -0.6)[0]
pi_ref = capture(p_wave, np.pi / 2, 0.0, 1.0, 0.6)[1]
sigma_full_ref = capture(plane_wave, 0.0, 0.0, 1.0, -1.0)[0]
pi_full_ref = capture(plane_wave, np.pi / 2, 0.0, 1.0, 1.0)[1]
worst_p_wave = 0.0
for theta, phi in ((0.3, 0.2), (0.8, 1.9), (1.2, 4.0), (2.5, 5.1)):
    c, s = np.cos(theta), np.sin(theta)
    sigma_ratio = capture(p_wave, theta, phi, 1.0, -0.6)[0] / sigma_ref
    pi_ratio = capture(p_wave, theta, phi, 1.0, 0.6)[1] / pi_ref
    worst_p_wave = max(worst_p_wave, abs(sigma_ratio - c**2),
                       abs(pi_ratio - s**2))
    full_sigma = capture(plane_wave, theta, phi, 1.0, -1.0)[0] / sigma_full_ref
    full_pi = capture(plane_wave, theta, phi, 1.0, 1.0)[1] / pi_full_ref
    assert abs(full_sigma - (np.sin(kappa * c) / np.sin(kappa))**2) < 1e-7
    assert abs(full_pi - (s * np.cos(kappa * c))**2) < 1e-7
assert worst_p_wave < 1e-7
# a g -> g transition has no p-wave capture
assert capture(p_wave, 0.8, 1.9, 1.0, 1.0)[0] < 1e-16 * sigma_ref

# --- Normalization, beta and cone fractions ---
for law, expected in ((sigma_law, 2.0), (pi_law, -1.0)):
    assert abs(2 * np.pi * np.sum(weights * law(nodes)) - 1) < 1e-12
    assert abs(beta_of(law) - expected) < 1e-12
cone_deg = 30.0
cone_cos = np.cos(np.radians(cone_deg))
cone_sigma = 1 - cone_cos**3
cone_pi = 1 - (3 * cone_cos - cone_cos**3) / 2
assert abs(4 * np.pi * quad(sigma_law, cone_cos, 1)[0] - cone_sigma) < 1e-12
assert abs(4 * np.pi * quad(pi_law, cone_cos, 1)[0] - cone_pi) < 1e-12

# --- Axis turned through delta in a random plane ---
azimuth = np.arange(64) * 2 * np.pi / 64
for law, beta0 in ((sigma_law, 2.0), (pi_law, -1.0)):
    for theta in (0.4, 1.1):
        for delta in (0.3, 1.3):
            old_cos = (np.cos(theta) * np.cos(delta)
                       + np.sin(theta) * np.sin(delta) * np.cos(azimuth))
            direct = np.mean(law(old_cos))
            formula = (1 + beta0 * P2(np.cos(delta)) * P2(np.cos(theta))) / (4 * np.pi)
            assert abs(direct - formula) < 1e-12


def thermal_factor(spread_times_time):
    x = spread_times_time
    return 1 - 3 / np.sqrt(2) * x * dawsn(np.sqrt(2) * x)


for x in (0.1, 0.7, 3.0):
    direct = quad(lambda u: u * np.exp(-u**2 / 2) * P2(np.cos(u * x)),
                  0, 12, limit=200)[0]
    assert abs(direct - thermal_factor(x)) < 1e-8
assert abs(thermal_factor(1e3) - 0.25) < 1e-5

# --- Effective rotation time for exponential repulsion ---
final_relative_speed = np.sqrt(2 * release_eV * eV / reduced_mass)
fragment_speed = final_relative_speed / 2
range_ratio = range_nm / bond_nm


def time_integrand(y):
    return 2 * y / ((1 + y**2)**2 * np.sqrt(-np.expm1(-y**2 / range_ratio)))


rotation_time = bond / final_relative_speed * quad(time_integrand, 0, np.inf)[0]
omega_spread = np.sqrt(kB * temperature / inertia)
omega_rms = np.sqrt(2) * omega_spread
deflection = omega_rms * rotation_time


# planar trajectory in units of nm and fs, with centrifugal motion included
def motion(t, state):
    x, y, vx, vy = state
    r = np.hypot(x, y)
    force = release_eV * eV / (range_nm * nm) * np.exp(-(r - bond_nm) / range_nm)
    acceleration = force / reduced_mass * fs**2 / nm
    return [vx, vy, acceleration * x / r, acceleration * y / r]


path = solve_ivp(motion, (0, 300), [bond_nm, 0, 0, omega_rms * fs * bond_nm],
                 rtol=1e-9, atol=1e-12)
trajectory_deflection = np.arctan2(path.y[3, -1], path.y[2, -1])
# the formula omits the centrifugal energy and higher orders in the angle
assert abs(trajectory_deflection / deflection - 1) < 0.03


# --- Quantum rotor, Sigma -> Sigma ---
def rotor_factor(J, phase):
    """Closed form; phase = hbar * time / inertia."""
    return 1 - 0.75 * (1 - 1 / (2 * J + 1)**2) * (1 - np.cos((2 * J + 1) * phase))


def rotor_direct(J, phase):
    """Propagate cos(theta) times each initial state and average over M."""
    def state(level, M):
        f = lpmv(M, level, nodes)
        return f / np.sqrt(np.sum(weights * f**2))
    norm = moment = 0.0
    for M in range(J + 1):
        start = nodes * state(J, M)
        psi = np.zeros(len(nodes), dtype=complex)
        for level in (J - 1, J + 1):
            if level >= M:
                f = state(level, M)
                psi += (np.sum(weights * f * start) * f
                        * np.exp(-0.5j * level * (level + 1) * phase))
        multiplicity = 1 if M == 0 else 2
        density = multiplicity * weights * abs(psi)**2
        norm += np.sum(density)
        moment += np.sum(density * P2(nodes))
    return 5 * moment / norm / 2


for J in (0, 1, 2, 5, 9):
    for phase in (0.0, 0.13, 0.9):
        assert abs(rotor_direct(J, phase) - rotor_factor(J, phase)) < 1e-10

# Sigma -> Pi from J=0: sin(theta) is a stationary J'=1 angular function
angle = sp.symbols("angle", positive=True)
f = sp.sin(angle)
rotor_action = -sp.diff(sp.sin(angle) * sp.diff(f, angle), angle) / sp.sin(angle) \
    + f / sp.sin(angle)**2
assert sp.simplify(rotor_action - 2 * f) == 0


def quantum_thermal(time, temp):
    J = np.arange(400)
    population = (2 * J + 1) * np.exp(-hbar**2 * J * (J + 1)
                                     / (2 * inertia * kB * temp))
    return np.sum(population * rotor_factor(J, hbar * time / inertia)) / np.sum(population)


delays = (100.0, 1000.0)
for delay in (rotation_time / fs,) + delays:
    # low J cause a difference of order (rotational constant)/(kB T)
    for temp, tolerance in ((temperature, 0.015), (10 * temperature, 0.003)):
        classical = thermal_factor(np.sqrt(kB * temp / inertia) * delay * fs)
        assert abs(quantum_thermal(delay * fs, temp) - classical) < tolerance

# --- Thermal motion of the target: direction of fragment velocity blurred ---
target_speed = np.sqrt(kB * temperature / total_mass)
speed_ratio = target_speed / fragment_speed
gh_x, gh_w = np.polynomial.hermite.hermgauss(30)
gl_x, gl_w = np.polynomial.laguerre.laggauss(30)
along = (1 + np.sqrt(2) * speed_ratio * gh_x)[:, None]
across2 = (2 * speed_ratio**2 * gl_x)[None, :]
cos2 = along**2 / (along**2 + across2)
motion_factor = np.sum(gh_w[:, None] * gl_w[None, :] * (3 * cos2 - 1) / 2) / np.sqrt(np.pi)
assert abs(motion_factor - (1 - 3 * speed_ratio**2)) < 1e-3

# --- Other partial waves ---
epsilon = 0.1


def asymmetry(phase):
    return np.sqrt(3) * epsilon * np.cos(phase) / (1 + epsilon**2)


for phase in (0.0, 1.1):
    def mixed(c):
        return abs(epsilon + np.exp(1j * phase) * np.sqrt(3) * c)**2
    forward, backward = quad(mixed, 0, 1)[0], quad(mixed, -1, 0)[0]
    assert abs((forward - backward) / (forward + backward) - asymmetry(phase)) < 1e-10


def full_sigma_law(c):
    return np.sin(kappa * c)**2


def full_pi_law(c):
    return (1 - c**2) * np.cos(kappa * c)**2


share_sigma = (1.5 * np.sum(weights * nodes * np.sin(kappa * nodes))**2
               / np.sum(weights * full_sigma_law(nodes)))
share_pi = (0.75 * np.sum(weights * (1 - nodes**2) * np.cos(kappa * nodes))**2
            / np.sum(weights * full_pi_law(nodes)))
assert 0.9 < share_sigma < 1 and 0.9 < share_pi < 1

rotation_factor = thermal_factor(omega_spread * rotation_time)
beta_sigma = 2 * rotation_factor * motion_factor
beta_pi = -rotation_factor * motion_factor
recoil_speed = hbar * k_nm / nm / total_mass
c60, c45 = np.cos(np.pi / 3), np.cos(np.pi / 4)

print(f"Atom mass: {atom_mass_u:.0f} u")
print(f"Bond length: {bond_nm:.2f} nm")
print(f"Electron energy: {electron_eV:.1f} eV")
print(f"Kinetic energy release: {release_eV:.1f} eV")
print(f"Repulsion range: {range_nm:.2f} nm")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Gaussian orbital width: {orbital_width_nm:.2f} nm")
print(f"Largest p-wave law error, 3D quadrature: {worst_p_wave:.1e}")
print(f"Pure p-wave beta, Sigma-Sigma: {beta_of(sigma_law):.3f}")
print(f"Pure p-wave beta, Sigma-Pi: {beta_of(pi_law):.3f}")
print(f"Cone half-angle, both beam ends: {cone_deg:.0f} deg")
print(f"Cone fraction, Sigma-Sigma: {cone_sigma:.4f}")
print(f"Cone fraction, Sigma-Pi: {cone_pi:.4f}")
print(f"Cone fraction, isotropic: {1 - cone_cos:.4f}")
print(f"Final relative speed: {final_relative_speed:.0f} m/s")
print(f"Fragment speed: {fragment_speed:.0f} m/s")
print(f"Moment of inertia: {inertia:.3e} kg m^2")
print(f"Thermal spread s: {omega_spread * 1e-12:.3f} rad/ps")
print(f"Rms angular speed: {omega_rms * 1e-12:.3f} rad/ps")
print(f"Rotation period at rms speed: {2 * np.pi / omega_rms / fs:.0f} fs")
print(f"Effective rotation time: {rotation_time / fs:.2f} fs")
print(f"Product s*tau: {omega_spread * rotation_time:.4f}")
print(f"Deflection, formula: {np.degrees(deflection):.2f} deg")
print(f"Deflection, trajectory: {np.degrees(trajectory_deflection):.2f} deg")
print(f"Rotation factor G, classical: {rotation_factor:.4f}")
print(f"Rotation factor G, quantum Sigma: {quantum_thermal(rotation_time, temperature):.4f}")
print(f"Target speed, one component rms: {target_speed:.0f} m/s")
print(f"Target-motion factor: {motion_factor:.4f}")
print(f"Electron recoil speed: {recoil_speed:.1f} m/s")
print(f"Blurred p-wave beta, Sigma-Sigma: {beta_sigma:.3f}")
print(f"Blurred p-wave beta, Sigma-Pi: {beta_pi:.3f}")
print(f"Blurred I(90)/I(0), Sigma-Sigma: {(1 - beta_sigma / 2) / (1 + beta_sigma):.4f}")
print(f"Blurred I(0)/I(90), Sigma-Pi: {(1 + beta_pi) / (1 - beta_pi / 2):.4f}")
for delay in delays:
    factor = thermal_factor(omega_spread * delay * fs)
    print(f"Classical G after {delay:.0f} fs delay: {factor:.4f}")
    print(f"  beta Sigma-Sigma, Sigma-Pi: {2 * factor:.3f}, {-factor:.3f}")
    print(f"  quantum G, Sigma-Sigma: {quantum_thermal(delay * fs, temperature):.4f}")
print(f"Electron wave number: {k_nm:.3f} nm^-1")
print(f"Half-bond phase kR/2: {kappa:.4f} rad")
print(f"Plane-wave model p share, Sigma: {share_sigma:.5f}")
print(f"Plane-wave model p share, Pi: {share_pi:.5f}")
print(f"Plane-wave model beta, Sigma: {beta_of(full_sigma_law):.3f}")
print(f"Plane-wave model beta, Pi: {beta_of(full_pi_law):.3f}")
print(f"Sigma I(60)/I(0), pure p: {sigma_law(c60) / sigma_law(1.0):.3f}")
print(f"Sigma I(60)/I(0), plane wave: {full_sigma_law(c60) / full_sigma_law(1.0):.3f}")
print(f"Pi I(45)/I(90), pure p: {pi_law(c45) / pi_law(0.0):.3f}")
print(f"Pi I(45)/I(90), plane wave: {full_pi_law(c45) / full_pi_law(0.0):.3f}")
print(f"Trial s/p amplitude ratio: {epsilon:.2f}")
print(f"Its s-wave probability share: {epsilon**2 / (1 + epsilon**2):.4f}")
print(f"Its forward-backward asymmetry, in phase: {asymmetry(0.0):.4f}")
print("all assertions hold")
```

Output:

```
Atom mass: 16 u
Bond length: 0.12 nm
Electron energy: 5.0 eV
Kinetic energy release: 2.0 eV
Repulsion range: 0.03 nm
Gas temperature: 300 K
Gaussian orbital width: 0.06 nm
Largest p-wave law error, 3D quadrature: 1.5e-14
Pure p-wave beta, Sigma-Sigma: 2.000
Pure p-wave beta, Sigma-Pi: -1.000
Cone half-angle, both beam ends: 30 deg
Cone fraction, Sigma-Sigma: 0.3505
Cone fraction, Sigma-Pi: 0.0257
Cone fraction, isotropic: 0.1340
Final relative speed: 6946 m/s
Fragment speed: 3473 m/s
Moment of inertia: 1.913e-46 kg m^2
Thermal spread s: 4.653 rad/ps
Rms angular speed: 6.581 rad/ps
Rotation period at rms speed: 955 fs
Effective rotation time: 22.29 fs
Product s*tau: 0.1037
Deflection, formula: 8.41 deg
Deflection, trajectory: 8.37 deg
Rotation factor G, classical: 0.9682
Rotation factor G, quantum Sigma: 0.9682
Target speed, one component rms: 279 m/s
Target-motion factor: 0.9807
Electron recoil speed: 22.7 m/s
Blurred p-wave beta, Sigma-Sigma: 1.899
Blurred p-wave beta, Sigma-Pi: -0.950
Blurred I(90)/I(0), Sigma-Sigma: 0.0174
Blurred I(0)/I(90), Sigma-Pi: 0.0342
Classical G after 100 fs delay: 0.5091
  beta Sigma-Sigma, Sigma-Pi: 1.018, -0.509
  quantum G, Sigma-Sigma: 0.5104
Classical G after 1000 fs delay: 0.2410
  beta Sigma-Sigma, Sigma-Pi: 0.482, -0.241
  quantum G, Sigma-Sigma: 0.2491
Electron wave number: 11.456 nm^-1
Half-bond phase kR/2: 0.6873 rad
Plane-wave model p share, Sigma: 0.99956
Plane-wave model p share, Pi: 0.99735
Plane-wave model beta, Sigma: 1.917
Plane-wave model beta, Pi: -1.160
Sigma I(60)/I(0), pure p: 0.250
Sigma I(60)/I(0), plane wave: 0.282
Pi I(45)/I(90), pure p: 0.500
Pi I(45)/I(90), plane wave: 0.391
Trial s/p amplitude ratio: 0.10
Its s-wave probability share: 0.0099
Its forward-backward asymmetry, in phase: 0.1715
all assertions hold
```
